# Why Bulk Form Factors Cannot Define a Silicon Film Calculation

## What goes wrong

A pseudopotential can reproduce the chosen bulk bands of silicon and still give no definite answer for a film. The bulk fit supplies a few numbers, each attached to a reciprocal-lattice vector. A film with free surfaces scatters electrons through other momentum transfers as well, and the bulk fit says nothing about the potential there.

If the missing elements are set to zero, the vacuum disappears from the calculation. If they are filled by interpolation, different curves through the same bulk points give different surface potentials and film levels. The remedy is an atomic potential specified continuously in momentum, with its free parts fixed by information beyond the bulk bands.

The setting here is a local, spherical, non-self-consistent pseudopotential: the crystal or film potential is a sum of identical, short-ranged atomic potentials $v_{\rm at}(r)$. Nonlocal potentials need further functions of momentum.

## What the bulk fit determines

Let $\Omega_{\rm at}=a^3/8$ be the volume per atom, and define

$$v(q)=\frac{1}{\Omega_{\rm at}}\int v_{\rm at}(r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r .$$

Put the origin midway between the two atoms of the bulk cell, which then sit at $\pm\boldsymbol\tau$ with $\boldsymbol\tau=(a/8)(1,1,1)$. The cell volume is $2\Omega_{\rm at}$, so

$$V(\mathbf G)=\frac{\Omega_{\rm at}v(G)}{2\Omega_{\rm at}}\left(e^{-i\mathbf G\cdot\boldsymbol\tau}+e^{i\mathbf G\cdot\boldsymbol\tau}\right)=v(G)\cos(\mathbf G\cdot\boldsymbol\tau).$$

For $\mathbf G=(2\pi/a)(h,k,l)$, with $h,k,l$ all even or all odd, the cosine is $\cos[\pi(h+k+l)/4]$. Write $x=q^2/(2\pi/a)^2$. The cosine vanishes on the shells $x=4$ and $x=12$, because $h+k+l$ is there $\pm2$ or $\pm6$. The truncated model used here sets $v=0$ on shells from $x=16$ upward. Three numbers remain, $v$ at $x=3,8,11$. The value $v(0)$ adds a constant to every bulk level and leaves the bands unchanged.

## What a film asks for

Take a (001) film with in-plane cell vectors $(a/2)(1,1,0)$ and $(a/2)(1,-1,0)$, repeated along $z$ with period $L=pa$, vacuum included. The supercell would hold $4p$ atoms if filled. Its reciprocal vectors are

$$\mathbf g=\frac{2\pi}{a}(h,k,\zeta),\qquad \zeta=\frac{m}{p},$$

with $h,k,m$ integers and $h+k$ even. Transforming the sum of atomic potentials gives

$$V(\mathbf g)=v(g)\,S(\mathbf g),\qquad S(\mathbf g)=\frac{1}{4p}\sum_j e^{-i\mathbf g\cdot\mathbf R_j}.$$

Let the film contain $4n$ atomic layers. Four successive layers have atoms at $a(0,0,0)$, $a(\tfrac14,\tfrac14,\tfrac14)$, $a(\tfrac12,0,\tfrac12)$ and $a(\tfrac34,\tfrac14,\tfrac34)$. The phase of the fourth is the product of the phases of the second and third, so their sum factorizes:

$$F=\left[1+e^{-i\pi(h+\zeta)}\right]\left[1+e^{-i\pi(h+k+\zeta)/2}\right].$$

The next four layers are displaced by $a(1,0,1)$, which multiplies $F$ by $e^{-2\pi i(h+\zeta)}=e^{-2\pi i\zeta}$. Summing the geometric series over $n$ groups gives

$$|S|=\frac{|F|}{4p}\left|\frac{\sin(\pi n\zeta)}{\sin(\pi\zeta)}\right| .$$

**Filled cell, $n=p$.** For non-integer $\zeta=m/p$ the numerator is $\sin(\pi m)=0$. For integer $\zeta$ the first bracket of $F$ vanishes unless $h+\zeta$ is even, which is the bulk parity rule. Only bulk vectors survive, whatever curve joins the bulk form factors.

**Film, $n<p$.** The numerator is generally nonzero between the bulk vectors. Each bulk point has spread along $z$ because the crystal is finite in that direction.

For an isolated film $L\to\infty$ and $\zeta$ becomes continuous. The line $h=k=0$ then runs through every momentum magnitude from zero upward. The structure factor has isolated zeros on this line, but continuity of $v(q)$ fixes the function there too. This is why a continuous function is needed. One fixed supercell requires only a finite list of values, but the list changes with $L$.

The counts show the growth. For $0<x<16$, a filled cell of height $7a$ uses 3 distinct nonzero magnitudes of $\mathbf q$. A 16-layer film uses 103 in a cell of height $7a$, 199 at $14a$ and 386 at $28a$.

## Why zero is not a neutral choice

Suppose that only bulk vectors are kept. At such a vector the geometric series equals $n$, and the two brackets of $F$ give $4\cos[\pi(h+k+l)/4]$ times a phase that only moves the origin. Hence

$$V(\mathbf g)=\frac{n}{p}\,V_{\rm bulk}(\mathbf G).$$

In real space this is the bulk potential multiplied by the filled fraction $n/p$, repeated through the whole cell. The components that were dropped are those that cancel the crystal potential in the vacuum and restore its full strength in the film.

In a test with 8 layers in a cell that could hold 12, the filled fraction was 0.667. The levels agreed with those of a bulk crystal weakened by this factor to within $1.8\times10^{-13}$ eV. No film was being calculated.

## What interpolation leaves free

Add to $v(q)$ a function $\delta v(q)$ that vanishes at $x=3,8,11$ and on all shells from 16 upward. Every active nonzero bulk component is unchanged, so in the infinite crystal

$$\sum_{\text{all }j}\delta v_{\rm at}(\mathbf r-\mathbf R_j)=\delta v(0).$$

A film lacks the atoms outside its faces. Splitting the infinite sum into present and missing atoms gives

$$\delta V_{\rm film}(\mathbf r)=\delta v(0)-\sum_{\text{missing }j}\delta v_{\rm at}(\mathbf r-\mathbf R_j).$$

Deep inside, the missing atoms are far away and the last term is small. Near a face it is not. Far outside, the total tends to zero. The bulk fit therefore leaves two things open: a shift of the interior relative to vacuum, and the form of the surface potential.

The shift follows from a layer average. One layer has in-plane area $A=a^2/2$ per atom and spacing $d=a/4$. Averaging the potential of an infinite stack over one spacing collects the whole integral of a single layer's potential:

$$\langle V\rangle=\frac{1}{Ad}\int v_{\rm at}(r)\,d^3r=v(0),$$

because $Ad=a^3/8=\Omega_{\rm at}$. The same holds inside a film thick compared with the range of $v_{\rm at}$. Thus $v(0)$, a mere energy zero in bulk, sets the interior potential relative to vacuum, and with it the depth of the bulk band edges below vacuum. The ionization energy measured from the bulk valence edge follows from this; an occupied surface state in the gap would lower the energy needed to remove an electron from the film.

## Three potentials with one set of bulk bands

The example uses rough silicon-like inputs: $a=0.543$ nm and form factors $-0.21$, $0.04$ and $0.08$ Ry at $x=3,8,11$. Potentials A and C have the form

$$v(x)=P(x)\left(1-\frac{x}{16}\right)^3\quad(x<16),$$

and vanish beyond. The cubic $P$ is fixed by the three form factors and by $v(0)$, which is $-1.1$ Ry for A and $-1.2$ Ry for C. Potential B adds to A a multiple of

$$x(x-3)(x-8)(x-11)\left(1-\frac{x}{16}\right)^3,$$

scaled so that its largest magnitude is 0.1 Ry. B and A therefore agree at $x=0$ as well. Between the bulk points they differ: at $x=1$, A is $-0.598$ Ry and B is $-0.698$ Ry; at $x=5$ they are $-0.0915$ and $-0.0408$ Ry.

In a filled cell of 8 layers, all three reproduced the independently calculated bulk levels, after subtraction of $v(0)$, to within $1.5\times10^{-13}$ eV. These bulk bands cannot choose between them.

The film has 16 layers and a nominal thickness of $16\times0.543/4=2.172$ nm. It is bare and unreconstructed, and its levels are taken at zero in-plane wavevector. The plane-wave cutoff is 7 Ry and the cell height 3.801 nm, both held fixed in the comparison.

**Changing the barrier.** From A to C the average potential in the film moves from $-14.97$ to $-16.33$ eV, while the vacuum average stays within 0.01 eV of zero. The lowest film level moves by $-1.360$ eV, against a change in $v(0)$ of $-1.361$ eV. At this cutoff the bulk valence edge lies 4.38 eV below vacuum in A and 5.74 eV below it in C; at 12 Ry and above both edges are 0.13 eV deeper.

**Changing only the surface potential.** A and B have the same interior average and the same bulk edges. The root-mean-square difference of their potentials over the film plane peaks at 1.38 eV, 1.086 nm from the centre, which is the nominal film face. Within half a lattice constant of the centre it stays below 0.01 eV. Yet the largest shift among the lowest 32 levels is 0.16 eV. Knowing the barrier height is therefore not enough.

Near the gap the character of the states changes too:

- A and C each have one level inside the bulk gap; B has none.
- The first level below the valence edge has 16% of its weight in the middle half of the film in A, but 57% in B. In A it is mainly a surface state, so its distance from the edge is not a hole confinement energy.
- The first level above the conduction edge lies 88 meV above it in A and 60 meV in B, with middle-half weights of 78.5% and 66.9%.

For 8 layers the last pair becomes 166 meV in A and 283 meV in B (161 and 281 meV at 12 Ry). The sign of the difference has reversed only because unlike states are compared: the 8-layer level has 34% of its weight in the middle half in A and 73% in B. The 166 meV level is the 15th level of A. The 15th level of B lies just under the conduction edge, by about 1 meV or less at 7 Ry and 6 meV at 12 Ry, and so counts as a gap level. Level by level B remains the lower: the 16th levels lie 365 meV above the edge in A and 283 meV in B. No constant correction to the first level above the edge would repair a poor interpolation, because the interpolation can change which kind of state comes first.

## The thick-film limit

For the lowest smooth confined state in one valley, well separated from surface states, the surface enters through the distance $\ell$ beyond each face at which the extrapolated envelope vanishes. With $W$ the film thickness and $m$ the mass along $z$,

$$E=\frac{\pi^2\hbar^2}{2m(W+2\ell)^2}\simeq E_0\left(1-\frac{4\ell}{W}\right),\qquad E_0=\frac{\pi^2\hbar^2}{2mW^2},$$

where $(1+u)^{-2}\simeq1-2u$ was used with $u=2\ell/W\ll1$. A change $\Delta\ell$ caused by another interpolation shifts the level by about $-4E_0\Delta\ell/W$, which falls as $W^{-3}$. Energies measured from the band edge thus become insensitive to the interpolation in thick films. Surface states and the barrier height do not gain this protection.

With $\hbar^2/2m_e=0.0381$ eV nm$^2$, the model's longitudinal mass of $0.873\,m_e$ and $W=2.172$ nm,

$$E_0=\frac{0.0381\times\pi^2}{0.873\times(2.172)^2}\ {\rm eV}=91\ {\rm meV}.$$

The mass was calculated with a 12 Ry cutoff; at the film's 7 Ry it is the same to within 1% if the set of plane waves is held fixed during the fit. The estimate is close to A's 88 meV, but B has the same mass and gives 60 meV. The agreement does not validate A. The estimate also omits the splitting that arises when the faces mix the two silicon valleys at opposite wavevectors along $z$. In this film the two lowest conduction levels are 11 meV apart in A and 28 meV apart in B, so part of the difference between 88 and 60 meV comes from this splitting and not from a change in $\ell$.

## How far the numbers can be trusted

Raising the cutoff to 9 Ry changes individual levels of A, among the lowest 32, by up to 105 meV. The B–A shifts change by at most 21 meV, about 13% of the largest shift. Widening the vacuum by $2a$ changes the levels of A by at most 7 meV. The effect survives these changes, and at 12 Ry the largest B–A shift is 0.18 eV. At that cutoff the first conduction levels of A and B lie about 86 and 57 meV above the edge, so their 29 meV difference is stable, and the counts of gap levels are unchanged, though narrowly for C, whose first level below the valence edge is then only 8 meV under it. The middle-half weights move by about one percentage point. Those counts belong to this thickness: a 32-layer film of A has two levels in the gap. The 5.5 meV difference between the first conduction levels of A and C changes by less than 0.2 meV when the cutoff is raised to 12 Ry or the vacuum is widened by $2a$, so it too is resolved within the model.

Against real silicon, the model's gap is well below the rough room-temperature value of 1.1 eV: it is 0.73 eV at the 7 Ry cutoff and 0.82 eV at 12 Ry and above. Its longitudinal mass is near the usual rough value of 0.9 electron masses, and its valence edges bracket a rough ionization energy of 5 eV. Device films are bounded by oxide or another passivating layer, not by bare vacuum, so the gap-state counts above do not describe them. Surface charge also rearranges. Moving $0.1e$ through 0.1 nm per surface atom, a trial amount, produces a potential step

$$\Delta\phi=\frac{0.1e\times0.1\ {\rm nm}}{\epsilon_0a^2/2}=1.2\ {\rm V},$$

or 1.2 eV for an electron. This is comparable to the whole change from A to C. By contrast, a rough spin-orbit splitting of 0.04 eV raises the degenerate bulk valence top by about 13 meV. In a film with an even number of layers the faces split the two in-plane $p$ states at the top, by about 0.2 eV in the 16-layer film of B, and the rise is much smaller; with an odd number of layers symmetry keeps them degenerate and the rise can be up to the full 13 meV. The thermal energy at 300 K is 26 meV.

## What to do in practice

Specify $v(q)$ from $q=0$ to the largest momentum transfer at which it is nonzero. Fit the bulk bands, but constrain $v(0)$ with an ionization energy or band offset for the intended surface, and constrain the intermediate values with film or surface calculations. Passivating atoms need continuous potentials of their own.

Then run two separate checks. A filled supercell must return the folded bulk bands; this tests the implementation, not the interpolation. Next, vary $v(q)$ between the bulk shells with the bulk values and $v(0)$ held fixed, and report how far the wanted film levels move. If the movement matters for the design, the bulk fit has not determined the answer.

Bulk form factors can still be used if the film is built from bulk states with a prescribed confining barrier. The barrier height and profile then supply the missing information, and should be reported as inputs. Where surface charge or interface states control the result, a self-consistent calculation of the actual surface is needed: a continuous $v(q)$ makes the film model definite, but does not by itself make it accurate. The numerical output lists the values of the main comparison.

## Values computed for the example and the checks

```
lattice constant (rough input): 0.543 nm
form factors at 3, 8, 11 (rough input): -0.21 0.04 0.08 Ry
film: 16 layers, 2.172 nm; cell 3.801 nm
plane-wave cutoff: 7.0 Ry
v at x=0, A B C: -1.1000 -1.1000 -1.2000 Ry
v at x=1, A B C: -0.5982 -0.6981 -0.6419 Ry
v at x=2, A B C: -0.3391 -0.4018 -0.3528 Ry
v at x=3, A B C: -0.2100 -0.2100 -0.2100 Ry
v at x=5, A B C: -0.0915 -0.0408 -0.0871 Ry
v at x=8, A B C: 0.0400 0.0400 0.0400 Ry
v at x=11, A B C: 0.0800 0.0800 0.0800 Ry
filled cell minus bulk, largest: 1.5e-13 eV
bulk-vectors-only minus weak crystal: 1.8e-13 eV
filled fraction in that test: 0.6667
distinct nonzero |q|, filled cell: 3
distinct nonzero |q|, film in 7a, 14a, 28a: 103 199 386
A mean potential, film and vacuum: -14.966 -0.002 eV
B mean potential, film and vacuum: -14.965 -0.004 eV
C mean potential, film and vacuum: -16.326 -0.002 eV
B-A potential rms, surface peak: 1.380 eV
distance of that peak from film centre: 1.086 nm
B-A potential rms, largest near centre: 0.0073 eV
bulk gap of the model: 0.727 eV
bulk valley position: 0.85 (2 pi/a)
bulk longitudinal mass: 0.873 m_e
A bulk valence edge from vacuum: -4.378 eV
A first level above conduction edge: 88.3 meV
A first level below valence edge: 117.7 meV
A middle-half weights, upper lower: 0.785 0.160
A levels inside the bulk gap: 1
B bulk valence edge from vacuum: -4.378 eV
B first level above conduction edge: 59.7 meV
B first level below valence edge: 71.9 meV
B middle-half weights, upper lower: 0.669 0.574
B levels inside the bulk gap: 0
C bulk valence edge from vacuum: -5.738 eV
C first level above conduction edge: 93.8 meV
C first level below valence edge: 46.1 meV
C middle-half weights, upper lower: 0.810 0.148
C levels inside the bulk gap: 1
B-A largest shift, lowest 32 levels: 0.161 eV
C-A shift of lowest film level: -1.360 eV
C-A change of v(0): -1.361 eV
8 layers, B-A largest shift, lowest 16: 0.308 eV
8 layers, first level above edge, A B: 165.8 283.2 meV
hard-wall effective-mass energy, 16 layers: 91.3 meV
level change, vacuum wider by 2a: 6.83 meV
level change, cutoff 9 Ry: 105.1 meV
change of B-A shifts, cutoff 9 Ry: 20.60 meV
dipole step, 0.1 e moved 0.1 nm per atom: 1.227 eV
valence-top rise, spin-orbit 0.04 eV (rough): 13.3 meV
thermal energy at 300 K: 25.9 meV
density decay length in vacuum, A upper level: 0.0517 nm
```
